# Directional Correlation of a Two-Photon Cascade and the 4-2-0 Case: test program

```python
"""Directional correlation of two photons emitted in the cascade Ii -> I -> If.

Result under test (pure multipole orders L1, L2; unoriented initial level;
undisturbed intermediate level; polarizations not observed):
    W(theta) = sum over even k of A_k P_k(cos theta),
    A_k = F_k(L1, Ii, I) * F_k(L2, If, I),
    F_k(L, J, I) = (-1)^(I+J-1) sqrt((2k+1)(2I+1)) (2L+1)
                   * 3j(L L k; 1 -1 0) * 6j{L L k; I I J}.
W has spherical mean 1. For 4-2-0 with L1 = L2 = 2: A_2 = 0.102, A_4 = 0.009.
p(m): populations of the intermediate level, z axis along the first photon.
"""
from math import factorial, pi
import numpy as np
import sympy as sp
from scipy.linalg import expm
from scipy.special import eval_legendre, lpmv
from sympy.physics.wigner import clebsch_gordan, wigner_3j, wigner_6j

MINUS = sp.Integer(-1)
HALF = sp.Rational(1, 2)


def substates(j):
    return [-j + n for n in range(int(2 * j) + 1)]


def F(k, L, J, I):
    return sp.simplify(MINUS**(I + J - 1) * sp.sqrt((2*k + 1) * (2*I + 1))
                       * (2*L + 1) * wigner_3j(L, L, k, 1, -1, 0)
                       * wigner_6j(L, L, k, I, I, J))


def series_coefficients(Ii, L1, I, L2, If):
    kmax = int(min(2 * I, 2 * L1, 2 * L2))
    return {k: F(k, L1, Ii, I) * F(k, L2, If, I)
            for k in range(0, kmax + 1, 2)}


# ---- Road 1: orbital model, quadrature only, no coupling coefficients ----
x_nodes, x_weights = np.polynomial.legendre.leggauss(12)
phi_nodes = 2 * pi * np.arange(20) / 20
X, PHI = np.meshgrid(x_nodes, phi_nodes, indexing="ij")
WEIGHT = np.repeat(x_weights[:, None], 20, axis=1) * 2 * pi / 20
SIN = np.sqrt(1 - X**2)
R = np.array([SIN * np.cos(PHI), SIN * np.sin(PHI), X])


def harmonics(l):
    rows = []
    for m in range(-l, l + 1):
        a = abs(m)
        norm = np.sqrt((2*l + 1) / (4*pi) * factorial(l - a) / factorial(l + a))
        rows.append(norm * lpmv(a, l, X) * np.exp(1j * m * PHI))
    return np.array(rows)


Y = {l: harmonics(l) for l in (0, 2, 4)}
for l in Y:
    overlap = np.einsum("aij,bij,ij->ab", Y[l].conj(), Y[l], WEIGHT)
    assert np.allclose(overlap, np.eye(2*l + 1), atol=1e-12)


def quadrupole_amplitudes(l_final, l_start, n):
    """Matrices of (eps.r)(n.r) for two linear polarizations eps."""
    helper = np.array([1.0, 0, 0]) if abs(n[0]) < 0.8 else np.array([0, 1.0, 0])
    e1 = np.cross(n, helper)
    e1 /= np.linalg.norm(e1)
    e2 = np.cross(n, e1)
    along = np.tensordot(n, R, 1)
    return [np.einsum("aij,bij,ij->ab", Y[l_final].conj(), Y[l_start],
                      WEIGHT * along * np.tensordot(e, R, 1)) for e in (e1, e2)]


n1 = np.array([0.48, 0.60, 0.64])
n1 /= np.linalg.norm(n1)
side = np.cross(n1, [0.3, -0.5, 0.8])
side /= np.linalg.norm(side)
first_tilted = quadrupole_amplitudes(2, 4, n1)


def orbital_rate(c):
    n2 = c * n1 + np.sqrt(1 - c*c) * side
    second = quadrupole_amplitudes(0, 2, n2)
    return sum(np.sum(abs(b @ a)**2) for a in first_tilted for b in second)


c_nodes, c_weights = np.polynomial.legendre.leggauss(10)
rates = np.array([orbital_rate(c) for c in c_nodes])
mean_rate = np.sum(c_weights * rates) / 2
A_orbital = [(2*k + 1) / 2 * np.sum(c_weights * rates * eval_legendre(k, c_nodes))
             / mean_rate for k in range(8)]

four_two_zero = tuple(sp.Integer(v) for v in (4, 2, 2, 2, 0))
A = series_coefficients(*four_two_zero)
for k in range(8):
    assert abs(A_orbital[k] - float(A.get(k, 0))) < 1e-10
assert abs(float(A[2]) - 0.102) < 5e-4 and abs(float(A[4]) - 0.009) < 5e-4


# Intermediate density matrix: diagonal only along the first photon
def density(amplitudes):
    rho = sum(a @ a.conj().T for a in amplitudes)
    return rho / np.trace(rho).real


def largest_coherence(rho):
    return np.max(abs(rho - np.diag(np.diag(rho))))


rho_z = density(quadrupole_amplitudes(2, 4, np.array([0, 0, 1.0])))
rho_tilted = density(first_tilted)
two, four = sp.Integer(2), sp.Integer(4)
populations = [sp.Rational(5, 18) * sum(
    clebsch_gordan(two, two, four, m, lam, m + lam)**2 for lam in (-1, 1))
    for m in substates(two)]
assert largest_coherence(rho_z) < 1e-12
assert largest_coherence(rho_tilted) > 0.005
assert np.allclose(np.diag(rho_z).real, [float(p) for p in populations], atol=1e-12)

# Emission patterns of the substates in 2 -> 0, each with spherical mean 1
c = sp.symbols("c")
patterns = {0: sp.Rational(15, 2) * (c**2 - c**4),
            1: sp.Rational(5, 4) * (1 - 3*c**2 + 4*c**4),
            2: sp.Rational(5, 4) * (1 - c**4)}
strength = []
for value in c_nodes:
    direction = np.array([np.sqrt(1 - value**2), 0, value])
    strength.append(sum(abs(b[0])**2
                        for b in quadrupole_amplitudes(0, 2, direction)))
strength = np.array(strength)
for m in range(-2, 3):
    column = strength[:, m + 2]
    column = column / (np.sum(c_weights * column) / 2)
    expected = [float(patterns[abs(m)].subs(c, value)) for value in c_nodes]
    assert np.allclose(column, expected, atol=1e-10)
W_poly = sp.expand(sum(A[k] * sp.legendre(k, c) for k in A))
W_substates = sp.expand(sum(p * patterns[abs(int(m))]
                            for p, m in zip(populations, substates(two))))
assert sp.simplify(W_poly - W_substates) == 0


# ---- Road 2: coherent helicity amplitudes for general cascades ----
def rotation(L, theta, phi):
    m = np.arange(-L, L + 1)
    raising = np.diag(np.sqrt(L*(L + 1) - m[:-1]*(m[:-1] + 1.0)), -1)
    Jy = (raising - raising.T) / 2j
    return np.diag(np.exp(-1j * phi * m)) @ expm(-1j * theta * Jy)


def coupling_table(J, L, I):
    table = np.zeros((int(2*J) + 1, int(2*I) + 1, 2*int(L) + 1))
    for a, mj in enumerate(substates(J)):
        for b, mi in enumerate(substates(I)):
            M = mi - mj
            if abs(M) <= L:
                table[a, b, int(M + L)] = float(clebsch_gordan(J, L, I, mj, M, mi))
    return table


def helicity_amplitudes(table, L, theta, phi):
    D = rotation(int(L), theta, phi)
    return [table @ D[:, int(L) + lam].conj() for lam in (-1, 1)]


cascades = [(4, 2, 2, 2, 0), (0, 2, 2, 2, 4), (0, 1, 1, 1, 0), (3, 1, 2, 2, 0),
            (6, 2, 4, 2, 2), (5*HALF, 1, 3*HALF, 2, HALF),
            (7*HALF, 2, 5*HALF, 1, 3*HALF), (3*HALF, 1, HALF, 1, 3*HALF)]
directions = [((0.7, 0.3), (1.9, 2.2)), ((1.2, 4.0), (0.4, 1.0)),
              ((2.5, 1.1), (1.4, 5.3)), ((0.9, 0.2), (0.9, 0.9))]
worst = 0.0
for cascade in cascades:
    Ii, L1, I, L2, If = (sp.sympify(v) for v in cascade)
    table1, table2 = coupling_table(I, L1, Ii), coupling_table(If, L2, I)
    coefficients = series_coefficients(Ii, L1, I, L2, If)
    mean = 4 * float((2*Ii + 1) / ((2*L1 + 1) * (2*L2 + 1)))
    for (t1, f1), (t2, f2) in directions:
        first = helicity_amplitudes(table1, L1, t1, f1)
        second = helicity_amplitudes(table2, L2, t2, f2)
        W_direct = sum(np.sum(abs(b @ a)**2) for a in first for b in second) / mean
        cosine = (np.cos(t1)*np.cos(t2)
                  + np.sin(t1)*np.sin(t2)*np.cos(f1 - f2))
        W_series = sum(float(v) * eval_legendre(k, cosine)
                       for k, v in coefficients.items())
        worst = max(worst, abs(W_direct - W_series))
        if I == HALF:
            assert abs(W_direct - 1) < 1e-10
assert worst < 1e-10
reverse = series_coefficients(*(sp.Integer(v) for v in (0, 2, 2, 2, 4)))
assert all(sp.simplify(reverse[k] - A[k]) == 0 for k in A)

# ---- Recoupling identity, summed over M and, transposed, over m ----
for J, L, I in [(0, 2, 2), (4, 2, 2), (3, 1, 2), (HALF, 2, 3*HALF),
                (5*HALF, 1, 3*HALF)]:
    J, L, I = (sp.sympify(v) for v in (J, L, I))
    m_list, M_list = substates(I), substates(L)
    T = np.array([[float(wigner_3j(J, L, I, m - M, M, -m)**2)
                   if abs(m - M) <= J else 0.0 for m in m_list] for M in M_list])
    for k in range(0, int(min(2*L, 2*I)) + 1, 2):
        u = np.array([float(MINUS**M * wigner_3j(L, L, k, M, -M, 0))
                      for M in M_list])
        v = np.array([float(MINUS**(I - m) * wigner_3j(I, I, k, m, -m, 0))
                      for m in m_list])
        constant = float(MINUS**(I + J) * wigner_6j(L, L, k, I, I, J))
        assert np.allclose(u @ T, constant * v, atol=1e-12)
        assert np.allclose(T @ v, constant * u, atol=1e-12)

# ---- Worked example: 4-2-0, both photons quadrupole ----
print("Cascade 4-2-0, L1 = L2 = 2; all values dimensionless unless marked")
for k in (2, 4):
    three = wigner_3j(2, 2, k, 1, -1, 0)
    print(f"3j(2 2 {k}; 1 -1 0) = {three} = {float(three):.6f}")
    for J in (4, 0):
        six = wigner_6j(2, 2, k, 2, 2, J)
        f = F(k, two, sp.Integer(J), two)
        print(f"6j{{2 2 {k}; 2 2 {J}}} = {six} = {float(six):.6f}")
        print(f"F_{k}(L=2, J={J}, I=2) = {f} = {float(f):.6f}")
    print(f"A_{k} = {sp.simplify(A[k])} = {float(A[k]):.6f}")
    print(f"A_{k} from orbital quadrature = {A_orbital[k]:.6f}")
for m, p in zip(substates(two), populations):
    print(f"population p(m={m}) = {p} = {float(p):.6f}")
print(f"largest coherence, z along photon 1: below 1e-12 is "
      f"{largest_coherence(rho_z) < 1e-12}")
print(f"first photon direction in tilted frame = {np.round(n1, 4)}")
print(f"largest coherence, tilted frame = {largest_coherence(rho_tilted):.4f}")
constant_term = W_poly.subs(c, 0)
print(f"W(90 deg) = {constant_term}")
print(f"W/W(90 deg) = {sp.expand(W_poly / constant_term)}, c = cos(theta)")
for degrees in (90, 120, 135, 150, 180):
    value = float(W_poly.subs(c, sp.cos(sp.pi * degrees / 180)))
    print(f"theta = {degrees} deg: W = {value:.5f}, "
          f"W/W(90 deg) = {value / float(constant_term):.5f}")
anisotropy = sp.simplify(W_poly.subs(c, -1) / constant_term - 1)
print(f"anisotropy W(180)/W(90) - 1 = {anisotropy} = {float(anisotropy):.5f}")
print(f"general cascades tested = {len(cascades)}, "
      f"directions each = {len(directions)}")
print(f"largest deviation below 1e-10 is {worst < 1e-10}")
print("all good")
```

It prints:

```
Cascade 4-2-0, L1 = L2 = 2; all values dimensionless unless marked
3j(2 2 2; 1 -1 0) = sqrt(70)/70 = 0.119523
6j{2 2 2; 2 2 4} = 2/35 = 0.057143
F_2(L=2, J=4, I=2) = -sqrt(70)/49 = -0.170747
6j{2 2 2; 2 2 0} = 1/5 = 0.200000
F_2(L=2, J=0, I=2) = -sqrt(70)/14 = -0.597614
A_2 = 5/49 = 0.102041
A_2 from orbital quadrature = 0.102041
3j(2 2 4; 1 -1 0) = 2*sqrt(70)/105 = 0.159364
6j{2 2 4; 2 2 4} = 1/630 = 0.001587
F_4(L=2, J=4, I=2) = -sqrt(14)/441 = -0.008484
6j{2 2 4; 2 2 0} = 1/5 = 0.200000
F_4(L=2, J=0, I=2) = -2*sqrt(14)/7 = -1.069045
A_4 = 4/441 = 0.009070
A_4 from orbital quadrature = 0.009070
population p(m=-2) = 10/63 = 0.158730
population p(m=-1) = 2/9 = 0.222222
population p(m=0) = 5/21 = 0.238095
population p(m=1) = 2/9 = 0.222222
population p(m=2) = 10/63 = 0.158730
largest coherence, z along photon 1: below 1e-12 is True
first photon direction in tilted frame = [0.48 0.6  0.64]
largest coherence, tilted frame = 0.0301
W(90 deg) = 20/21
W/W(90 deg) = c**4/24 + c**2/8 + 1, c = cos(theta)
theta = 90 deg: W = 0.95238, W/W(90 deg) = 1.00000
theta = 120 deg: W = 0.98462, W/W(90 deg) = 1.03385
theta = 135 deg: W = 1.02183, W/W(90 deg) = 1.07292
theta = 150 deg: W = 1.06399, W/W(90 deg) = 1.11719
theta = 180 deg: W = 1.11111, W/W(90 deg) = 1.16667
anisotropy W(180)/W(90) - 1 = 1/6 = 0.16667
general cascades tested = 8, directions each = 4
largest deviation below 1e-10 is True
all good
```
